Why (110) Silicon Fin Walls Give a Fourfold Lowest Electron Ladder

**Question.** A tall silicon fin confines electrons between its two sidewalls. With (100) sidewalls the lowest ladder of confined levels has twofold valley degeneracy. With (110) sidewalls it has fourfold degeneracy. The crystal and the fin width are the same, so why does the count change?

**Answer.** The walls force the electron to carry momentum along their normal, and the kinetic energy charged for momentum in that direction depends on how the valley is oriented. Rotating the walls changes which valleys offer the lowest charge, and how many of them tie.

The silicon conduction band has six equivalent minima, or valleys, two on each cubic axis x, y and z. Around its minimum each valley has ellipsoidal energy surfaces. The mass along the valley's own axis is the longitudinal mass m_l, and the mass across it is the smaller transverse mass m_t. A heavy mass means little kinetic energy for a given momentum.

If the wall normal is x, the two x valleys present their heavy direction to the confinement. The y and z valleys all present a light direction, so the x pair lies lowest. If the normal lies midway between x and y, the x and y valleys are cut at the same oblique angle. They must have equal confinement energies, and these lie below those of the z valleys, which still present a light direction. The tensor shows how large the effect is, and where it fails.

**From the tensor to the confinement mass**

Take hard walls at s = 0 and s = W, where s is the distance along the unit normal n. Assume a flat potential, parabolic valleys and, for now, a very tall fin. Degeneracy counts valleys and leaves out spin. Energies start at the bulk valley minimum, and wavevectors are measured from the valley centre.

For a valley on the axis with unit vector a, the inverse-mass tensor is 1/m_l along a and 1/m_t across it:

w = (1/m_l) a aᵀ + (1/m_t)(I − a aᵀ)
  = (1/m_t) I − (1/m_t − 1/m_l) a aᵀ.

Let k_p be the wavevector in the plane of the wall, which is conserved, and let K = −i ∂/∂s. Define b = w_np·k_p and d = k_p·w_pp·k_p, where the subscripts n and p select the normal and in-plane parts of w. The kinetic energy is

H = (ħ²/2)[w_nn K² + 2bK + d].

The middle term appears when the wall cuts the ellipsoid obliquely. Completing the square gives

H = (ħ²/2)[w_nn (K + b/w_nn)² + d − b²/w_nn].

Now write ψ(s) = exp(−ibs/w_nn) φ(s). Differentiating the phase gives Kψ = exp(−ibs/w_nn)(K − b/w_nn)φ, so the shift in the square cancels. The phase factor never vanishes, hence φ must be zero at both walls, just as ψ is. The solutions are φ = sin(πjs/W), with j = 1, 2, 3, …, and

E = (ħ²/2)[w_nn (πj/W)² + d − b²/w_nn].

The last two terms are the energy of motion in the plane. They equal the smallest value of the positive form k·w·k at fixed k_p, so they cannot be negative, and each subband has its minimum at k_p = 0. The confinement mass is therefore 1/w_nn: the inverse mass is projected on the normal, and only then inverted.

Since n·n = 1, the projection is

w_nn = n·w·n = 1/m_t − (1/m_t − 1/m_l) n_a²,

where n_a = n·a. The rungs at the subband minima are

E_{a,j} = (ħ²π²j²/2W²)[1/m_t − (1/m_t − 1/m_l) n_a²].

The bracket multiplying n_a² is positive because m_l > m_t. The lowest ladder therefore belongs to the axes with the largest n_a², and each such axis supplies two valleys.

**The two walls, and the angles between them**

For (100) walls, n = (1, 0, 0). The x pair has n_a² = 1 and confinement mass m_l. The other four valleys have n_a² = 0 and mass m_t. The lowest ladder is twofold.

For (110) walls, n = (1, 1, 0)/√2. The x and y pairs both have n_a² = 1/2, so

w_nn = ½(1/m_l + 1/m_t) = (m_l + m_t)/(2m_l m_t),

and their mass is 2m_l m_t/(m_l + m_t). The z pair keeps m_t. The lowest ladder is fourfold.

The change is not gradual. For n = (cos θ, sin θ, 0), the first rungs of the y and x pairs differ by

E_y − E_x = (ħ²π²/2W²)(1/m_t − 1/m_l)(cos²θ − sin²θ)
  = (ħ²π²/2W²)(1/m_t − 1/m_l) cos 2θ.

From θ = 0 up to 45° the x pair alone is lowest. At 45° the y pair meets it, and beyond 45° the y pair alone is lowest. The fourfold ladder is a tie produced by symmetry.

The mean over all valleys does not move. Because n_x² + n_y² + n_z² = 1, the average of w_nn over the six valleys is (1/m_l + 2/m_t)/3 for every n. Rotation redistributes the confinement energy among the valleys. For (111) walls, n_a² = 1/3 on each axis, and all six valleys sit at the mean.

The inequality m_l > m_t is the cause. With equal masses n drops out, and the ladder is sixfold for any wall. With m_l < m_t the smallest n_a² would win: the lowest ladder would be fourfold for (100) and twofold for (110).

**Numbers for a 5 nm fin**

Take rough silicon values m_l = 0.92 m₀ and m_t = 0.19 m₀, where m₀ is the free-electron mass, and a width W = 5 nm held fixed for both walls. The energy unit is

E_W = ħ²π²/(2m₀W²) = 15.04 meV.

The (110) fourfold mass is 2(0.92)(0.19)/(1.11) = 0.315 m₀. The first rungs are

(100), twofold: 15.04/0.92 = 16.3 meV
(100), fourfold: 15.04/0.19 = 79.2 meV
(110), fourfold: 15.04/0.315 = 47.8 meV
(110), twofold: 15.04/0.19 = 79.2 meV.

The gap between first rungs falls from 62.8 to 31.4 meV. The factor of two follows from n_a² dropping from 1 to 1/2 in the winning valleys. The mean is (2 × 16.3 + 4 × 79.2)/6 = 58.2 meV for (100), and (4 × 47.76 + 2 × 79.16)/6 gives the same value for (110).

"Lowest ladder" means the ladder with the lowest first rung. For (100) walls the second rung of the twofold ladder is at 4 × 16.35 = 65.4 meV, still below the first rung of the fourfold one.

Averaging masses instead of inverse masses would give (0.92 + 0.19)/2 = 0.555 m₀ and a (110) rung at 27.1 meV instead of 47.8 meV. The value 0.555 m₀ does have a meaning: it is the mass for motion along the fin. To see this, take the in-plane direction t = (−1, 1, 0)/√2. For the x valleys w_tt = w_nn and w_nt = ½(1/m_t − 1/m_l), so

w_tt − w_nt²/w_nn = (w_nn − w_nt)(w_nn + w_nt)/w_nn
  = (1/m_l)(1/m_t)/w_nn = 2/(m_l + m_t).

The y valleys have the opposite sign of w_nt and the same result.

A wall 1° away from (110) splits the four valleys by 62.8 × cos 88° = 2.2 meV. This is small beside the thermal energy kT = 25.9 meV at 300 K, so the two pairs remain almost equally filled although the strict tie is broken.

**When the fin is not tall**

Let hard walls also confine the electron over a height H along z. For (110) sidewalls no valley has a cross term involving z, so the new energy simply adds. It is ħ²π²/(2H²) times 1/m_t for the x and y pairs, but times 1/m_l for the z pair. The gap becomes

E_z − E_xy = (ħ²π²/2)(1/m_t − 1/m_l)[1/(2W²) − 1/H²].

It vanishes at H = √2 W, which is 7.1 nm here. A lower fin has the z pair at the bottom: its heavy mass lies along the height, and the energy this saves then exceeds the advantage of the x and y pairs between the sidewalls. For H = 30 nm the loss is only 62.8 × (5/30)² = 1.7 meV.

**When the fin is very thin**

Parabolic valleys also fail at large momentum. Each valley lies at a distance k₀ from a zone-boundary point X, where the two lowest conduction bands meet. For the z valleys, with q measured from X along z, the lower band of the usual two-band model is

E = ħ²q²/(2m_l) + ħ²(k_x² + k_y²)/(2m_t) − √[(ħ²k₀q/m_l)² + (ħ²k_x k_y/M)²].

The estimate 1/M ≈ 1/m_t − 1/m₀ is used for the coupling. A (110) standing wave has k_x = k_y = π/(√2 W) for its first rung, so the coupling energy is

c = ħ²π²/(2MW²) = 15.04 × (1/0.19 − 1) = 64.1 meV.

Hard walls cause no difficulty, since for this normal both k_x² + k_y² and k_x k_y contain the normal wavevector only as its square, and the sine remains a solution for every q.

Set e = ħ²k₀²/m_l and call the square root r. Then r² = (eq/k₀)² + c², and the part of E that depends on q and c is

(r² − c²)/(2e) − r.

Its minimum is at r = e, which is reachable when c < e, and equals −e/2 − c²/(2e). The first term is the bulk valley minimum. The second lowers the z pair by c²/(2e). With k₀ = 1.736 nm⁻¹, a rough value, e = 249.5 meV and the lowering is 8.2 meV.

In this model the x and y valleys have no such shift at their subband minima, because their coupling contains the factor k_z = 0. For (100) walls the corresponding product vanishes in all six valleys.

The lowering varies as 1/W⁴ and the gap as 1/W². They become equal at

W = 5 nm × √(8.24/31.41) = 2.6 nm.

Just below this width the model puts the z pair lowest, and the (110) ladder is twofold. At the crossing c is almost as large as e, so the width is a rough estimate. In this hard-wall model the twofold range is also very narrow. The minima lie at q = ±k₀√(1 − c²/e²), one for each z valley, and they merge into a single minimum at X when c reaches e, at W = 5 nm × √(64.1/249.5) = 2.5 nm. Below that width this model has a single z minimum. At c = e the lowering is e/2 and the gap is eM(1/m_t − 1/m_l)/2, so the crossing comes before the merging only if 1/M > 1/m_t − 1/m_l. Here that is 4.26/m₀ against 4.18/m₀, and a coupling 3% weaker removes the twofold range. The merging is also a hard-wall result. With the finite oxide barrier of the next section, the crossing stays near 2.5 nm, but the minima there still lie near ±0.9 k₀ and remain separate in thinner fins.

**Beside a real fin**

The chosen width and height are of the order used in FinFETs, and (110) sidewalls arise when a fin on a (001) wafer runs along ⟨110⟩. The assumption that changes the gaps most, among those sized here, is the infinitely hard wall. For a rough oxide barrier V = 3.1 eV and oxide mass m_ox = 0.5 m₀, continuity of the wave and its probability flux gives the ground-state condition

(k/m) tan(kW/2) = κ/m_ox, κ = √[2m_ox(V − E)]/ħ.

Solved numerically, it puts the masses 0.92, 0.315 and 0.19 m₀ at 15.3, 39.5 and 58.4 meV. The (110) gap shrinks from 31.4 to 18.9 meV. The reason follows by expanding the tangent near π/2: k ≈ π/(W + 2δ), with δ = m_ox/(mκ). A light confinement mass gives a larger δ, so the upper ladder falls more. Subtracting the height and band-coupling corrections as well leaves about 9 meV. This sum is crude, because both corrections were computed with hard walls, but the fourfold ladder stays lowest in it.

Gate charge bends the bands. For 5 × 10¹² electrons per cm² of side area, shared equally by two gates, and a relative permittivity of 11.7, the field at each wall is 0.387 MV/cm. If the charge is uniform, the field falls linearly to zero at the centre, and the bending is 0.387 MV/cm × 5 nm/4, or 48 meV. Yet a finite-difference solution with this parabolic potential and hard walls gives gaps of 63.2 meV for (100) and 31.5 meV for (110), nearly unchanged. All valleys have the same sine functions, so to first order the potential shifts them equally. At second order the matrix elements are again common but the level spacings scale as 1/m, so heavier masses are lowered more and the gaps widen slightly. This argument needs hard walls. With the finite barrier the lighter masses spread further toward the walls and are lowered more. At this density a self-consistent charge then bends the bands by about 60 meV and narrows both gaps by 1 to 2 meV.

At 300 K the upper ladder is also occupied. Filling the flat-bottomed, hard-wall ladders with Fermi statistics at the same density puts 69% of the electrons in the lowest ladder for (100), and 83% for (110). With the smaller finite-barrier gaps the shares fall to roughly 54% and 75%. In both cases the share is larger for (110) although its gap is smaller. The density of states per valley is proportional to the geometric mean of the two in-plane masses. With the valley count included, the upper-to-lower ratio is

(100): 4√(0.92 × 0.19)/(2 × 0.19) = 4.4
(110): 2√(0.92 × 0.19)/(4√(0.555 × 0.19)) = 0.64.

Two changes in the number of states together outweigh the reduced gap: the lower ladder has 3.4 times as many as for (100), and the upper ladder, with two valleys instead of four, has half as many.

Finally, atomically sharp walls can mix valleys that share the same in-plane wavevector. For (100) walls these are +x and −x. For (110) walls +x pairs with −y, and −x with +y, so the four can split into two pairs. An estimate for (100) uses a chain of sites spaced by half the cubic lattice constant, with first- and second-neighbour hopping set to reproduce m_l and the valley position. For 16 to 20 sites, or 4.3 to 5.4 nm, diagonalization gives splittings between 0.02 and 6.9 meV. These values depend on the model. This chain rises only 32 meV between the valley and X, against e/2 = 125 meV in the two-band model. A chain at the (100) plane spacing, a quarter of the lattice constant, gives at most about 2.3 meV. Either way the splitting is well below the 62.8 meV gap. The splitting for (110) walls, where the gap is smaller, is not estimated here. The words twofold and fourfold thus describe valleys treated separately. Strain, which can shift the valleys relative to one another, wall roughness and image forces are not included in any of these numbers.
